# Point-defect relaxation energy from Kanzaki forces and its 1/N finite-size error, part 1

(Sections cited here and not found follow in the second part.)

## First half: the relaxation energy as a sum over wavevectors

A point defect is usually computed in a periodic supercell, and its relaxation energy then depends on the size of the supercell. Without a law for this dependence, one cannot tell whether two supercells that nearly agree are near the isolated defect, nor extrapolate from them. In the model crystal treated at the end, a supercell of 64 atoms with fixed cell vectors gives a relaxation energy of $-0.0522$ eV, where the isolated defect has $-0.0563$ eV. The error is 7% of the latter value. It is tempting to trace it to the missing term at zero wavevector and to add the average of that term. In this model that supplies a little over half of the correct $1/N$ coefficient. The theorem below gives the whole coefficient.

### Setting and assumptions

The host is a crystal with one atom of mass $M$ per primitive cell of volume $V_0$. The supercell has edges $n\mathbf a_1,n\mathbf a_2,n\mathbf a_3$, where the $\mathbf a_i$ are lattice vectors spanning one cell, so it holds $N=n^3$ cells. Its shape stays the same as $n$ grows. Atom $l$ has the ideal position $\mathbf R_l$ and the displacement $\mathbf u_l$, periodic with the supercell. A substitutional defect sits at the origin.

1. The energy is quadratic in the displacements. With $u$ for the list of all $\mathbf u_l$,
$$E(u)=E_0-F\cdot u+\tfrac12\,u\cdot(\Phi+\Delta\Phi)u. \qquad (1)$$
Here $\Phi$ holds the force constants of the perfect host, and $\Delta\Phi$ is their change by the defect. The Kanzaki forces $F$ are the forces on the atoms when all of them stand at ideal host positions.
2. $\Phi$, $\Delta\Phi$ and $F$ have finite range, and a rigid translation changes no energy. Hence $\sum_l\mathbf F_l=0$.
3. The host is unstressed and stable: every periodic displacement other than a translation costs energy, and so does every long elastic wave. The crystal with the defect is stable too. Part (d) also requires that every uniform strain of the host costs energy.

Assumption 2 excludes charged defects in insulators, whose electric field reaches distant atoms.

Translation invariance means that the defect senses relative displacements. We therefore write its terms with a finite set of force patterns $w_s$, each with zero total force:
$$F=\sum_s f_s w_s,\qquad \Delta\Phi=\sum_{st}w_s\,\Delta_{st}\,w_t^{T},\qquad \Delta_{st}=\Delta_{ts}. \qquad (2)$$
For a bond from the defect to a neighbour in direction $\hat{\mathbf b}$, for instance, $w_s$ puts the force $\hat{\mathbf b}$ on the neighbour and $-\hat{\mathbf b}$ on the defect atom. Then $w_s\cdot u$ is the elongation of the bond, $f_s$ is the force with which the bond pushes its ends apart, and $\Delta_{ss}$ is the change of its spring constant.

### Theorem

Let
$$\mathbf F(\mathbf q)=\sum_l\mathbf F_l e^{-i\mathbf q\cdot\mathbf R_l},\qquad C(\mathbf q)=\sum_{\mathbf R}\Phi(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}=M\,D(\mathbf q), \qquad (3)$$
where $\Phi(\mathbf R)$ is the $3\times3$ block of $\Phi$ for two atoms separated by $\mathbf R$, and $D$ is the dynamical matrix.

**(a)** If $\Delta\Phi=0$, the relaxation energy, measured from $E_0$, is
$$E_N=-\frac1{2N}\sum_{\mathbf q\neq0}g(\mathbf q),\qquad g(\mathbf q)=\mathbf F(\mathbf q)^\dagger C(\mathbf q)^{-1}\mathbf F(\mathbf q), \qquad (4)$$
with $\mathbf q$ running over the wavevectors of the supercell in one Brillouin zone.

**(b)** If $\Delta\Phi\neq0$, the host response still suffices. With $G$ the inverse of $\Phi$ outside the translations,
$$E_N=-\tfrac12F\cdot G\tilde F,\qquad \tilde F=F-\Delta\Phi\,u, \qquad (5)$$
where $u$ is the relaxed displacement and $\tilde F$ are the effective Kanzaki forces.

**(c)** At fixed cell vectors, as $n\to\infty$,
$$E_N=E_\infty+\frac{\kappa}{2N}+O(N^{-5/3}). \qquad (6)$$
The number $\kappa$ depends on the elastic constants, on the lattice and supercell shape, and on the elastic dipole $\tilde P_{ij}=\sum_l\tilde F_{l,i}R_{l,j}$. It is defined by equation (17) below.

**(d)** If the cell vectors relax to zero stress by a symmetric strain, that is without rotating the cell, then $\kappa$ is replaced by $\kappa-\tilde P{:}S{:}\tilde P/V_0$. Here $S$ is the elastic compliance, which acts on the symmetric part of $\tilde P$.

### Proof of (a)

With $\Delta\Phi=0$, setting the derivative of (1) to zero gives $\Phi u=F$. Inserting this into the quadratic term gives
$$E-E_0=-F\cdot u+\tfrac12u\cdot F=-\tfrac12F\cdot u. \qquad (7)$$
Half of the work gained from the forces is stored in the springs.

To solve $\Phi u=F$, define $\mathbf u(\mathbf q)=\sum_l\mathbf u_l e^{-i\mathbf q\cdot\mathbf R_l}$. Its inverse is $\mathbf u_l=N^{-1}\sum_{\mathbf q}\mathbf u(\mathbf q)e^{i\mathbf q\cdot\mathbf R_l}$. Transform the force equation, using that $\Phi$ depends on the separation $\mathbf R_l-\mathbf R_{l'}$:
$$\sum_{l}e^{-i\mathbf q\cdot\mathbf R_l}\sum_{l'}\Phi(\mathbf R_l-\mathbf R_{l'})\mathbf u_{l'}
=\Big[\sum_{\mathbf R}\Phi(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}\Big]\sum_{l'}e^{-i\mathbf q\cdot\mathbf R_{l'}}\mathbf u_{l'}. $$
This is $C(\mathbf q)\mathbf u(\mathbf q)=\mathbf F(\mathbf q)$. In a supercell an atom also feels the periodic images of its partner. Their phases agree, because $e^{-i\mathbf q\cdot\mathbf L}=1$ for each supercell translation $\mathbf L$. So $C(\mathbf q)$ is the matrix of the infinite host, taken at the supercell wavevectors.

At $\mathbf q=0$ both $C(0)=\sum_{\mathbf R}\Phi(\mathbf R)$ and $\mathbf F(0)=\sum_l\mathbf F_l$ vanish, so this component of $u$ is a free translation that does not enter the energy. At every other $\mathbf q$ stability makes $C$ invertible, and $\mathbf u(\mathbf q)=C(\mathbf q)^{-1}\mathbf F(\mathbf q)$. Finally,
$$F\cdot u=\sum_l\mathbf F_l\cdot\frac1N\sum_{\mathbf q}\mathbf u(\mathbf q)e^{i\mathbf q\cdot\mathbf R_l}
=\frac1N\sum_{\mathbf q\neq0}\mathbf F(\mathbf q)^\dagger\mathbf u(\mathbf q), \qquad (8)$$
because $\sum_l\mathbf F_le^{i\mathbf q\cdot\mathbf R_l}$ is the complex conjugate of $\mathbf F(\mathbf q)$ for real forces. Equations (7) and (8) give (4). $\square$

**Remark 1 (dynamical matrix and phonons).** Since $C^{-1}=D^{-1}/M$, and $D$ has eigenvectors $\mathbf e_\nu$ with eigenvalues $\omega_\nu^2$,
$$E_N=-\frac1{2NM}\sum_{\mathbf q\neq0}\mathbf F^\dagger D^{-1}\mathbf F=-\frac1{2NM}\sum_{\mathbf q\neq0}\sum_\nu\frac{|\mathbf e_\nu(\mathbf q)^\dagger\mathbf F(\mathbf q)|^2}{\omega_\nu(\mathbf q)^2}. \qquad (9)$$
The mass cancels, as it must in a static energy, because $\omega_\nu^2\propto1/M$. A low frequency makes a contribution large only if the coupling to the forces does not fall with it. For long acoustic waves both vanish, and Lemma 1 shows that their ratio stays finite.

**Remark 2 (what density functional perturbation theory supplies).** Displace the host atoms by $\mathbf A e^{i\mathbf q\cdot\mathbf R_l}$ to first order. The force on atom $l$ is
$$-\sum_{l'}\Phi(\mathbf R_l-\mathbf R_{l'})\mathbf A e^{i\mathbf q\cdot\mathbf R_{l'}}=-C(\mathbf q)\mathbf A\,e^{i\mathbf q\cdot\mathbf R_l}.$$
The perturbing potential is a lattice-periodic function times $e^{i\mathbf q\cdot\mathbf r}$. In linear response a periodic host answers with a density of the same form, so the periodic factor can be computed in one primitive cell, even for long waves. Three polarizations $\mathbf A$ give the matrix $C(\mathbf q)$. The defect enters through $F$ and $\Delta\Phi$. By assumption 2 these have finite range, so a supercell larger than this range can supply them, apart from the electronic size effects named at the end.

### Proof of (b)

The minimum of (1) now satisfies $(\Phi+\Delta\Phi)u=F$. The step that led to (7) applies unchanged, so $E-E_0=-\frac12F\cdot u$ with the bare $F$. Moving $\Delta\Phi\,u$ to the right-hand side gives
$$\Phi u=F-\Delta\Phi\,u=\tilde F. \qquad (10)$$
The total of $\tilde F$ is zero, since each pattern $w_s$ has zero total force. Hence $u=G\tilde F$ up to a translation, and (5) follows. $\square$

One factor in (5) is bare and the other is effective. Using $\tilde F$ twice, or $F$ twice, would in general give a different number.

For use, (5) reduces to small matrices. Define the host response between patterns,
$$\Gamma_{st}=w_s\cdot G\,w_t=\frac1N\sum_{\mathbf q\neq0}\mathbf w_s(\mathbf q)^\dagger C(\mathbf q)^{-1}\mathbf w_t(\mathbf q), \qquad (11)$$
where $\mathbf w_s(\mathbf q)$ is the transform of $w_s$ as in (3). By (2), $\tilde F=\sum_s\tilde f_sw_s$ with $\tilde f_s=f_s-\sum_t\Delta_{st}\,w_t\cdot u$. Since $w_t\cdot u=(\Gamma\tilde f)_t$,
$$\tilde f=f-\Delta\Gamma\tilde f\quad\Rightarrow\quad\tilde f=(1+\Delta\Gamma)^{-1}f,\qquad E_N=-\tfrac12f^T\Gamma(1+\Delta\Gamma)^{-1}f. \qquad (12)$$
The inverse exists. Suppose $(1+\Delta\Gamma)x=0$ and put $u=G\sum_sx_sw_s$. Then
$$(\Phi+\Delta\Phi)u=\sum_sw_s\,[x+\Delta\Gamma x]_s=0 .$$
By stability $u$ is a translation, so $\Gamma x$, whose components are $w_s\cdot u$, vanishes. Then $x=-\Delta\Gamma x=0$.

For a single pattern, $\tilde f=f/(1+\Delta\Gamma)$. A stiffened bond ($\Delta>0$) thus has an effective force and a relaxation energy of smaller magnitude, and as $\Delta\to\infty$ both go to zero.

### Lemma 1: the summand at small wavevector

*As $\mathbf q\to0$ along the unit vector $\hat{\mathbf q}$, the summand in (4) tends to*
$$g_0(\hat{\mathbf q})=\frac1{V_0}\,(P\hat{\mathbf q})\cdot K(\hat{\mathbf q})^{-1}(P\hat{\mathbf q}),\qquad K_{ik}(\hat{\mathbf q})=\sum_{jl}c_{ijkl}\hat q_j\hat q_l, \qquad (13)$$
*where $P_{ij}=\sum_lF_{l,i}R_{l,j}$ and $c_{ijkl}$ are the elastic constants. The corrections are homogeneous terms of degrees $2,4,\dots$ in $\mathbf q$, smooth away from the origin.*

*Proof.* Expand the exponential in $\mathbf F(\mathbf q)$. The term of order zero is the total force, which vanishes, so
$$F_i(\mathbf q)=-i\sum_jP_{ij}q_j+O(q^2). \qquad (14)$$

For $C$, note that a lattice with one atom per cell has inversion symmetry, so $\Phi(-\mathbf R)=\Phi(\mathbf R)$. The equality of mixed second derivatives gives $\Phi(-\mathbf R)=\Phi(\mathbf R)^T$. Hence $C(\mathbf q)$ is real, symmetric and even in $\mathbf q$. Since $C(0)=0$, its expansion starts at order $q^2$.

To identify this term, compare two expressions for the energy of a long wave $\mathbf u_l=\mathbf A\cos(\mathbf q\cdot\mathbf R_l)$ with real $\mathbf A$. The force constants give $\frac12\mathbf A\cdot C\mathbf A\cos^2(\mathbf q\cdot\mathbf R_l)$ per cell, on average $\frac14\mathbf A\cdot C\mathbf A$. Elasticity of an unstressed solid gives $\frac12V_0\sum c_{ijkl}\,\partial_ju_i\,\partial_lu_k$, on average $\frac14V_0\sum c_{ijkl}A_iq_jA_kq_l$. They agree to order $q^2$ for every $\mathbf A$, so
$$C_{ik}(\mathbf q)=V_0\sum_{jl}c_{ijkl}q_jq_l+O(q^4)=V_0q^2K_{ik}(\hat{\mathbf q})+O(q^4). \qquad (15)$$
In $\mathbf F^\dagger C^{-1}\mathbf F$ the factors $i$ and $-i$ multiply to $1$, and $q^2$ cancels against $q^{-2}$. This gives (13).

For the corrections, set $\mathbf q=\rho\hat{\mathbf q}$. The finite sums in (3) make $\mathbf F/\rho$ and $C/\rho^2$ analytic in $\rho$ and $\hat{\mathbf q}$, and $C/\rho^2$ stays invertible at $\rho=0$ by stability. So $g$ has a power series in $\rho$ whose terms are ratios of polynomials in $\mathbf q$. A ratio of homogeneous polynomials with total degree $j$ has parity $(-1)^j$. But $g$ is even: $\mathbf F(-\mathbf q)$ is the complex conjugate of $\mathbf F(\mathbf q)$, and $C$ is real, symmetric and even. Hence odd degrees are absent. $\square$

The limit in (13) has a plain meaning. A long wave strains the crystal, and the dipole couples to this strain with a strength proportional to $q$. The stiffness of the wave falls as $q^2$, so the energy gained per wave stays finite. In general it depends on direction, because the dipole and the elastic stiffness can both be anisotropic, and the summand then has no single value at $\mathbf q=0$. An exception is an elastically isotropic host with $P$ proportional to the unit matrix: $\hat{\mathbf q}$ is then an eigenvector of $K$ with a direction-independent eigenvalue, and $g_0$ is constant. The nonzero limit and its dependence on direction together govern the finite-size error.

## Second half: the finite-size error

The supercell holds $N=n^3$ cells of volume $V_0$. The relaxation energy with unchanged force constants is $E_N=-\frac1{2N}\sum_{\mathbf q\ne0}g(\mathbf q)$, with $g=\mathbf F^\dagger C^{-1}\mathbf F$ built from the Kanzaki forces and the host force constants. Near $\mathbf q=0$, $g=g_0(\hat{\mathbf q})+g_2(\mathbf q)+O(q^4)$. Here $g_0$ is given by (13) through the dipole $P$, and $g_2$ is homogeneous of degree 2. If the defect changes the force constants by a matrix $\Delta$ acting on localized patterns $w_s$, then $E_N=-\frac12f^T\Gamma(1+\Delta\Gamma)^{-1}f$. In this formula $\Gamma$ is the host response between patterns, and $\tilde f=(1+\Delta\Gamma)^{-1}f$ are the effective forces, with dipole $\tilde P$.

The supercell wavevectors are $\mathbf q_{\mathbf m}=\frac1n\sum_im_i\mathbf b_i$, with integers $m_i$ and reciprocal vectors $\mathbf b_i$ obeying $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. A large supercell replaces an integral by a sum on a fine mesh:
$$E_\infty=-\tfrac12\langle g\rangle,\qquad\langle g\rangle=\frac{V_0}{(2\pi)^3}\int_{\rm BZ}d^3q\;g(\mathbf q). \qquad (16)$$

We have expressed the relaxation energy through the host response, with and without changed force constants, and shown that its summand has a finite, generally direction-dependent limit at small wavevector. It remains to derive the $1/N$ error for fixed and relaxed cell vectors, test it on a model crystal, and state where it fails.
